# Spin fluctuations, mass renormalization and the sign of g−2 in nonrelativistic QED

An electron in a uniform magnetic field has two frequencies. Its velocity turns at the cyclotron frequency $\omega_c=eB/(mc)$, and its spin precesses at $\omega_s=g\,eB/(2mc)$. For $g=2$ they would coincide. In fact the spin is faster by roughly one part in a thousand, and the excess is $\omega_s/\omega_c-1=g/2-1$.

The excess is due to the coupling to the quantized radiation field, which fluctuates even in its vacuum state. This suggests a simple explanation: the fluctuating magnetic field acts on the spin and enhances its moment. The explanation can be tested by leaving the spin as the only thing on which the field can act.

## Counter-example: a pinned spin

Fix the electron at one point, with charge $-e$, bare mass $m_0$ and bare moment $\mu=e\hbar/(2m_0c)$. Gaussian units are used. With the static field $B$ along $z$ and the radiation magnetic field $\mathbf b$ at the electron,

$$H=\tfrac12\hbar\omega_B\sigma_z+\mu\,\boldsymbol\sigma\cdot\mathbf b+H_{\rm field},\qquad \omega_B=\frac{eB}{m_0c}.$$

The charge is negative, so spin up is the upper level. Photon wave numbers are cut off at $K=\kappa mc/\hbar$, where $\kappa$ is a pure number. In terms of order $\alpha=e^2/(\hbar c)$, the bare mass $m_0$ and the physical mass $m$ may be interchanged, since the difference is of higher order.

A mode with wave vector $\mathbf k$ and polarization $\boldsymbol\varepsilon$ in volume $V$ has vector-potential amplitude $\sqrt{2\pi\hbar c/(kV)}$, and its magnetic amplitude is larger by the factor $|\mathbf k\times\boldsymbol\varepsilon|$. Summed over polarizations and averaged over directions, $(\mathbf k\times\boldsymbol\varepsilon)_i(\mathbf k\times\boldsymbol\varepsilon)_j$ becomes $\tfrac23k^2\delta_{ij}$. The strength of each Cartesian component of $\mathbf b$ is therefore

$$\int\frac{4\pi k^2dk}{(2\pi)^3}\,\frac{2\pi\hbar c}{k}\,\frac{2k^2}{3}=\frac{2\hbar c}{3\pi}\int_0^K k^3dk .$$

In second-order perturbation theory, $\sigma_z$ leaves the spin unflipped and shifts both levels equally. The components $\sigma_x$ and $\sigma_y$ flip it, each with squared matrix element 1. A flip from the upper level releases $\hbar\omega_B$, so its energy denominator is $\hbar(ck-\omega_B)$; from the lower level it is $\hbar(ck+\omega_B)$. The change of the splitting is

$$\Delta E_\uparrow-\Delta E_\downarrow=-\mu^2\frac{4\hbar c}{3\pi}\int_0^K k^3dk\left[\frac1{\hbar(ck-\omega_B)}-\frac1{\hbar(ck+\omega_B)}\right].$$

For a weak static field, $\omega_B\ll cK$, the bracket is $2\omega_B/(\hbar c^2k^2)$ over almost the whole range. The resonance at $ck=\omega_B$, taken as a principal value, adds a part that vanishes relative to the result as $B\to0$. Since $\int_0^K k\,dk=K^2/2$, division by $\hbar\omega_B$ gives

$$\frac{\delta\omega_s}{\omega_B}=-\frac{4\mu^2K^2}{3\pi\hbar c}=-\frac{\alpha}{3\pi}\kappa^2 .$$

The vacuum field reduces the moment. The upper level has the smaller denominators, so it is pushed down further, and the two levels approach each other.

The same happens to a spin coupled to three oscillators of energy $\hbar\Omega$, one for each Pauli matrix, with coupling energy $g_c$ and bare splitting $\Delta\ll\hbar\Omega$. The flip terms change the splitting by

$$-2g_c^2\left[\frac1{\hbar\Omega-\Delta}-\frac1{\hbar\Omega+\Delta}\right]\simeq-\frac{4g_c^2\Delta}{(\hbar\Omega)^2}.$$

For $g_c=0.02\,\hbar\Omega$ this is a relative change of $-1.600\times10^{-3}$. Direct diagonalization with $\Delta=0.01\,\hbar\Omega$ gives $-1.596\times10^{-3}$, so the sign does not come from the perturbation expansion.

## The correct statement

Now let the electron move. Take a nonrelativistic electron with bare $g=2$, coupled to the transverse field with photon momenta up to $\kappa mc$. To first order in $\alpha$ and for weak $B$:

- The spin frequency is lowered, $\omega_s=\omega_B(1-S)$ with $S>0$.
- The mass grows, $m=m_0(1+M)$, so the cyclotron frequency is lowered to $\omega_c=\omega_B(1-M)$.
- The mass effect is the larger, and

$$\frac g2-1=M-S=\frac{4\alpha}{3\pi}\left[1-\frac1{(1+\kappa/2)^2}\right]>0 .$$

The moment is thus smaller than $e\hbar/(2m_0c)$ but larger than $e\hbar/(2mc)$. The second comparison defines $g$, because the observed mass is $m$. In this model the positive sign comes from mass renormalization.

## Proof

**The self-energy.** With kinetic momentum $\boldsymbol\Pi=\mathbf p+e\mathbf A_{\rm ext}/c$ and radiation potential $\mathbf A$,

$$H=\frac{(\boldsymbol\Pi+e\mathbf A/c)^2}{2m_0}+\frac{e\hbar}{2m_0c}\boldsymbol\sigma\cdot(\mathbf B+\mathbf b)+H_{\rm field}.$$

At order $\alpha$ the $\mathbf A^2$ term contributes its vacuum average, which is the same for all electron states and drops out. Measure momenta in $mc$ and energies in $mc^2$:

$$\boldsymbol\pi=\frac{\boldsymbol\Pi}{mc},\quad \mathbf q=\frac{\hbar\mathbf k}{mc},\quad \beta=\frac{e\hbar B}{m^2c^3},\quad h=\tfrac12\boldsymbol\pi^2+\tfrac12\beta\sigma_z .$$

Here $h$ is the Hamiltonian without radiation. From $[p_i,f]=-i\hbar\,\partial_if$ and $\mathbf B=\nabla\times\mathbf A_{\rm ext}$ follows $[\pi_i,\pi_j]=-i\epsilon_{ijl}\beta_l$, where $\boldsymbol\beta$ points along $z$.

The emission part of $\mathbf A$ varies as $\boldsymbol\varepsilon e^{-i\mathbf k\cdot\mathbf r}$, and its curl brings down $-i\mathbf k\times\boldsymbol\varepsilon$. Apart from the mode amplitude, photon emission is therefore the operator $e^{-i\mathbf k\cdot\mathbf r}N$ with

$$N=\boldsymbol\varepsilon\cdot\boldsymbol\pi+\Sigma,\qquad \Sigma=-\tfrac i2\boldsymbol\sigma\cdot\mathbf v,\qquad \mathbf v=\mathbf q\times\boldsymbol\varepsilon .$$

The exponentials on the two sides of the energy denominator shift $\boldsymbol\pi$ to $\boldsymbol\pi-\mathbf q$, which is the recoil. The squared amplitudes, summed over modes, give $\alpha\,2\pi\int d^3q/[(2\pi)^3q]$, that is, $(\alpha/\pi)\int q\,dq$ with an average over directions. For an eigenstate $\psi$ of $h$ with energy $E$,

$$\Delta E=-\frac\alpha\pi\int_0^\kappa q\,dq\,\Big\langle\sum_{\boldsymbol\varepsilon}\langle\psi|N^\dagger\frac1{D_0-\mathbf q\cdot\boldsymbol\pi+h-E}N|\psi\rangle\Big\rangle_{\rm dir},$$

$$D_0=q+\tfrac12q^2=qu,\qquad u=1+\tfrac q2 .$$

**Expansion in the static field.** In low Landau levels with no momentum along $\mathbf B$, $\boldsymbol\pi$ is of order $\sqrt\beta$ and $h-E$ is of order $\beta$. To the order needed,

$$\frac1D=\frac1{D_0}+\frac{\mathbf q\cdot\boldsymbol\pi}{D_0^2}-\frac{h-E}{D_0^2}+\frac{(\mathbf q\cdot\boldsymbol\pi)^2}{D_0^3}+\dots$$

The term $\Sigma^\dagger\Sigma/D_0$ is a constant. Terms with an odd number of factors $\boldsymbol\pi$ are odd in $\mathbf q$ and vanish in the average over directions. Four terms of order $\beta$ remain.

*Orbit with orbit.* The polarization sum and average turn $\varepsilon_i\varepsilon_j$ into $\tfrac23\delta_{ij}$, so

$$\frac{(\boldsymbol\varepsilon\cdot\boldsymbol\pi)^2}{D_0}\to\frac{2\boldsymbol\pi^2}{3qu}.$$

*Spin with spin, through recoil.* Here $\Sigma^\dagger\Sigma=v^2/4=q^2/4$ for each of two polarizations, and $(\mathbf q\cdot\boldsymbol\pi)^2$ averages to $q^2\boldsymbol\pi^2/3$. The term is

$$\frac{q^2}{2}\,\frac{q^2\boldsymbol\pi^2}{3}\,\frac1{D_0^3}=\frac{q\,\boldsymbol\pi^2}{6u^3}.$$

*Spin with spin, through the Zeeman energy.* Since $(h-E)\psi=0$, one has $(h-E)\Sigma\psi=[h,\Sigma]\psi=\tfrac12\beta[\sigma_z,\Sigma]\psi$. The two factors $\Sigma^\dagger$ and $\Sigma$ carry $\tfrac i2\cdot(-\tfrac i2)=\tfrac14$, so

$$-\Sigma^\dagger(h-E)\Sigma=-\frac\beta8(\boldsymbol\sigma\cdot\mathbf v)[\sigma_z,\boldsymbol\sigma\cdot\mathbf v].$$

The relation $(\boldsymbol\sigma\cdot\mathbf v)\sigma_z=2v_z-\sigma_z(\boldsymbol\sigma\cdot\mathbf v)$ gives

$$(\boldsymbol\sigma\cdot\mathbf v)[\sigma_z,\boldsymbol\sigma\cdot\mathbf v]=2v_z\,\boldsymbol\sigma\cdot\mathbf v-2v^2\sigma_z .$$

The polarization sum and average replace $v_iv_j$ by $\tfrac23q^2\delta_{ij}$ and $v^2$ by $2q^2$. The right side becomes $(\tfrac43-4)q^2\sigma_z=-\tfrac83q^2\sigma_z$, and the term is $+\tfrac13q^2\beta\sigma_z/D_0^2$.

*Orbit with spin.* Because $\Sigma^\dagger=-\Sigma$ and $\Sigma$ commutes with $\boldsymbol\pi$,

$$(\boldsymbol\varepsilon\cdot\boldsymbol\pi)(\mathbf q\cdot\boldsymbol\pi)\Sigma+\Sigma^\dagger(\mathbf q\cdot\boldsymbol\pi)(\boldsymbol\varepsilon\cdot\boldsymbol\pi)=\Sigma\,[\boldsymbol\varepsilon\cdot\boldsymbol\pi,\mathbf q\cdot\boldsymbol\pi].$$

The commutator is $-i\boldsymbol\beta\cdot(\boldsymbol\varepsilon\times\mathbf q)=i\boldsymbol\beta\cdot\mathbf v$. The product is $\tfrac12(\boldsymbol\sigma\cdot\mathbf v)(\boldsymbol\beta\cdot\mathbf v)$, which becomes $\tfrac13q^2\beta\sigma_z$. This term, again divided by $D_0^2$, equals the preceding one. It exists because the components of the kinetic momentum do not commute in a magnetic field, and it is absent for a pinned electron.

**Reading off the frequencies.** Inserting the four terms, with $q^2/D_0^2=1/u^2$, gives

$$\Delta E=\text{const}-M\,\Big\langle\frac{\boldsymbol\pi^2}2\Big\rangle-S\,\Big\langle\frac{\beta\sigma_z}2\Big\rangle,$$

$$M=\frac\alpha\pi\int_0^\kappa\left[\frac4{3u}+\frac{q^2}{3u^3}\right]dq,\qquad S=\frac\alpha\pi\int_0^\kappa\frac{4q}{3u^2}\,dq .$$

The factor $1-M$ multiplying the kinetic energy is a mass growth $m=m_0(1+M)$, and it lowers the cyclotron frequency by the same fraction. The mass growth computed from the energy of a free electron as a function of its momentum, without any magnetic field, agrees with the cyclotron shift at $\kappa=0.5$.

One point needs care. Without radiation the states ($n=0$, up) and ($n=1$, down) are degenerate, $n$ being the Landau level, and a coupling between them would invalidate the use of diagonal elements. Such a coupling needs an odd number of factors $\boldsymbol\pi$, and those terms vanish in the average over directions.

**The sum.** To first order in $\alpha$, $g/2=\omega_s/\omega_c=(1-S)/(1-M)=1+M-S$. Over the common denominator $u^3$, the integrand of $M-S$ has the numerator

$$\frac43\Big(1+q+\frac{q^2}4\Big)+\frac{q^2}3-\frac43q\Big(1+\frac q2\Big)=\frac43 ,$$

because the terms in $q$ cancel, and so do those in $q^2$, with coefficients $\tfrac13+\tfrac13-\tfrac23$. What remains is positive at each photon momentum:

$$\frac g2-1=\frac{4\alpha}{3\pi}\int_0^\kappa\frac{dq}{(1+q/2)^3}=\frac{4\alpha}{3\pi}\left[1-\frac1{(1+\kappa/2)^2}\right].$$

For $S$ alone, substitute $q=2(u-1)$ and $dq=2\,du$:

$$S=\frac{16\alpha}{3\pi}\int_1^{1+\kappa/2}\left(\frac1u-\frac1{u^2}\right)du=\frac{16\alpha}{3\pi}\left[\ln\Big(1+\frac\kappa2\Big)+\frac1{1+\kappa/2}-1\right].$$

**The infrared end.** The expansion assumed $q\gg\beta$. The first neglected orbital term, $-(\boldsymbol\varepsilon\cdot\boldsymbol\pi)(h-E)(\boldsymbol\varepsilon\cdot\boldsymbol\pi)/D_0^2$, is of order $\beta^2/q^2$. With the weight $q\,dq$ it yields a logarithm cut off near $q\sim\beta$, of the kind that becomes the Bethe logarithm in an atom. Relative to the terms kept in the level energies it is of order $\beta\ln(1/\beta)$ and vanishes in a weak field. This logarithm is moreover the same for every Landau level, because the double commutator $[\boldsymbol\varepsilon\cdot\boldsymbol\pi,[h,\boldsymbol\varepsilon\cdot\boldsymbol\pi]]$ is a pure number in a uniform field, so it drops out of the frequencies.

## What the spin coupling can and cannot do

The mass growth contains a part due to the spin, $q^2/(3u^3)$. One may ask whether the spin coupling alone could give a positive anomaly once the electron is free to recoil. Keep only the spin part $\Sigma$ of the emission operator. The spin frequency then falls by $2q/(3u^2)$ and the cyclotron frequency by $q^2/(3u^3)$, per $dq$ and in units of $\alpha/\pi$. The contribution to $g/2-1$ is

$$\frac{q^2}{3u^3}-\frac{2q}{3u^2}=\frac{q^2-2q-q^2}{3u^3}=-\frac{2q}{3u^3}<0 .$$

At $q=1$ the two reductions are $0.296$ and $0.099$, which leaves $-0.198$. Fluctuations acting on the spin alone therefore lower $g$ for a mobile electron too. The sign is reversed by the coupling of the field to the moving charge, through the mass.

For small cutoff the two effects separate by order:

$$M\simeq\frac\alpha\pi\Big(\frac{4\kappa}3-\frac{\kappa^2}3\Big),\qquad S\simeq\frac{2\alpha}{3\pi}\kappa^2 .$$

The magnetic coupling carries an extra factor of photon momentum, which makes the spin reduction second order in $\kappa$. It is twice the pinned value because of the orbit–spin term.

## Numbers for one field and one cutoff

Take $B=10^4$ gauss and the round value $\kappa=0.5$, a cutoff photon energy of 255.5 keV. Then $1+\kappa/2=1.25$, and with $\alpha/\pi=2.3228\times10^{-3}$,

$$S=\frac\alpha\pi\cdot\frac{16}3(\ln1.25+0.8-1)=0.1234\,\frac\alpha\pi=2.867\times10^{-4},$$

$$\frac g2-1=\frac\alpha\pi\cdot\frac43(1-0.64)=0.4800\,\frac\alpha\pi=1.115\times10^{-3},$$

$$M=(0.4800+0.1234)\frac\alpha\pi=1.402\times10^{-3}.$$

The common bare frequency is 28.0317 GHz. Radiation lowers the spin frequency by 8.0 MHz, to 28.0237 GHz, and the cyclotron frequency by 39.2 MHz, to 27.9925 GHz. The spin ends up 31.2 MHz ahead, although both frequencies have fallen. The numerical output also compares the separate contributions with a calculation that inverts the full energy denominator in a basis of Landau and spin states.

The dependence on the cutoff, in units of $10^{-3}$, is:

| $\kappa$ | $-S$ | $M$ | $g/2-1$ |
|---|---|---|---|
| 0.1 | −0.015 | 0.302 | 0.288 |
| 0.5 | −0.287 | 1.402 | 1.115 |
| 1 | −0.894 | 2.614 | 1.721 |
| 2 | −2.393 | 4.716 | 2.323 |

## How far the argument reaches

The covariant one-loop value, quoted here for comparison and not derived, is $g/2-1=\alpha/(2\pi)=1.161\times10^{-3}$. The model result at $\kappa=0.5$ lies 4% below it, but this closeness is a consequence of the chosen cutoff. A cutoff of 0.53 would reproduce the value, and that is a fit, not a prediction.

As $\kappa\to\infty$ the model anomaly tends to $4\alpha/(3\pi)=3.097\times10^{-3}$, which is $8/3$ of the covariant value. The limit is finite even though $M$ and $S$ each grow as $(16\alpha/3\pi)\ln\kappa$. It is a property of the model and not of the electron: for $\kappa\gtrsim1$ the recoil is relativistic, and virtual pairs, which the model lacks, matter.

For $\kappa\ll1$ the leading term of the anomaly, $(4\alpha/3\pi)\kappa$, is reliable. It comes from the mass growth, and it establishes the sign of the contribution from soft photons. The terms of order $\kappa^2$, and with them the value of $S$, belong to the model, because relativistic corrections that it omits enter at the same order. For example, the correction $-(\boldsymbol\sigma\cdot\boldsymbol\Pi_{\rm tot})^4/(8m^3c^2)$, with $\boldsymbol\Pi_{\rm tot}=\boldsymbol\Pi+e\mathbf A/c$, contains a product of $\mathbf A^2$ and $\boldsymbol\sigma\cdot\mathbf B$, and the vacuum average of $\mathbf A^2$ is proportional to $\kappa^2$. Photons with momenta near $mc$ contribute at the same order in $\alpha$, so neither the size nor the sign of the complete anomaly is proved by it. The division into a spin part and a mass part likewise belongs to this Hamiltonian with this cutoff. Within that setting, the slower precession of the spin is outweighed by the slower orbital motion of a heavier electron.

## Calculated quantities

```
fine-structure constant alpha: 0.007297353 (dimensionless)
alpha/pi: 2.3228195e-03 (dimensionless)
magnetic field: 10000 gauss
cutoff kappa: 0.50 (units of m c)
cutoff photon energy: 255.50 keV
Three-oscillator model, energies in units of the mode energy:
  coupling 0.020, bare splitting 0.010
  relative splitting change, diagonalized: -1.59569e-03
  relative splitting change, second order: -1.60000e-03
Matrix densities at k = 1 m c, units of alpha/pi per m c:
  spin frequency, spin-spin: -0.29630
  spin frequency, cross: -0.29630
  cyclotron frequency, orbital: -0.88889
  cyclotron frequency, spin: -0.09877
  spin minus cyclotron: 0.39506
Integrated to kappa = 0.5, units of alpha/pi (matrix | formula):
  pinned spin: -0.08333 | -0.08333
  mobile spin: -0.12343 | -0.12343
  cyclotron: -0.60343 | -0.60343
  g/2-1: 0.48000 | 0.48000
  mass growth from free dispersion: 0.60343
Example at kappa = 0.5 (dimensionless):
  pinned-spin relative shift: -1.9357e-04
  mobile-spin relative shift: -2.8671e-04
  relative mass growth: 1.4017e-03
  g/2-1 in the model: 1.1150e-03
  g-2 in the model: 2.2299e-03
Frequencies to first order in alpha:
  bare, mass m0: 28.03173 GHz
  spin precession: 28.02370 GHz
  cyclotron, physical mass: 27.99249 GHz
  spin minus cyclotron: 31.210 MHz
kappa | spin shift | mass growth | g/2-1 (dimensionless):
    0.1 | -1.4508e-05 | 3.0245e-04 | 2.8794e-04
    0.5 | -2.8671e-04 | 1.4017e-03 | 1.1150e-03
    1.0 | -8.9360e-04 | 2.6142e-03 | 1.7206e-03
    2.0 | -2.3928e-03 | 4.7156e-03 | 2.3228e-03
   20.0 | -1.8444e-02 | 2.1515e-02 | 3.0715e-03
infinite-cutoff g/2-1: 3.0971e-03
covariant one-loop comparison alpha/(2 pi): 1.1614e-03
ratio of these two: 2.6667
cutoff that fits alpha/(2 pi): 0.5298 (units of m c)
```
